Pollution-Free Enclosures of Dirac Gap Eigenvalues from a Quadratic Pencil

**Which of these levels may be kept?**

A radial Dirac operator is diagonalized in a finite basis, and seven energies come out between −0.98 and 0.9778. Two of them, in units of mc², are 0.93991155 and 0.94919044. Before either is used as a level, one must decide whether it belongs to the operator or to the basis. Here the first is spurious and the second is genuine, and the energies alone do not say so.

Supplement the matrix of H by the matrix of scalar products of the vectors Hb_j. Together they give complex numbers whose imaginary parts bound the distance of their real parts from the spectrum, so a root near the real axis shows that spectrum lies close by; if its interval lies between −1 and 1, outside the continuous spectrum, it confirms a level. With some outside knowledge of the neighbouring spectrum, they also give lower and upper bounds, and the remaining candidates can then be rejected.

Units are ħ = m = c = 1: energies are in mc² and lengths in ħ/(mc). Scalar products are linear in the second argument.

**One trial vector, by hand**

Take a free Dirac particle at rest, reduced to its two energies −1 and +1:

H = diag(−1, 1), u = (cos θ, sin θ).

The trial space is the line through u. The ordinary Galerkin method returns the mean energy

p = ⟨u,Hu⟩ = sin²θ − cos²θ = −cos 2θ.

As θ varies, p takes every value between −1 and 1, although there is no spectrum in between. This is spectral pollution in its smallest form: an average of a negative and a positive energy is presented as an energy.

Now use H² as well. Since H² = 1, ⟨Hu,Hu⟩ = 1. Instead of p − z = 0, solve

⟨Hu,Hu⟩ − 2z⟨u,Hu⟩ + z² = 1 − 2pz + z² = 0,

z = p ± i√(1−p²).

For p = 0 the roots are ±i. The interval with centre Re z and half-width |Im z| is then [−1, 1], which reaches both true energies. For 0 ≤ p ≤ 1 it reaches +1, because

(1−p)² ≤ (1−p)(1+p) = 1−p².

For negative p it reaches −1 by symmetry. The false value has not been moved to a true one; it has been given an honest uncertainty.

Next, insert a bound level E between −1 and 1, and let the trial vector contain weight 1−s at E and weight s at +1, with 0 < s < 1. Its mean and variance are

x = (1−s)E + s = E + s(1−E),
y² = s(1−s)(1−E)².

The mean is too high by s(1−E). Since 1−x = (1−s)(1−E),

y²/(1−x) = s(1−E), so x − y²/(1−x) = E.

The variance divided by the distance to the next level removes the error completely. If the contamination lies at −1 instead, x = E − s(1+E), y² = s(1−s)(1+E)² and x+1 = (1−s)(1+E), so x + y²/(x+1) = E. With general contamination these two equalities become a lower and an upper bound.

The example also shows what can go wrong. If the next level were placed at some b > 1, the subtracted term would be too small and the supposed lower bound would lie above E. The position of the neighbour must be known from the safe side.

**The general pencil**

Let H be self-adjoint, and let L be spanned by linearly independent functions b_1,…,b_N in its operator domain, so that every Hb_j is square integrable. Define

(M0)_jk = ⟨b_j,b_k⟩, (M1)_jk = ⟨b_j,Hb_k⟩, (M2)_jk = ⟨Hb_j,Hb_k⟩.

The second-order relative spectrum consists of the z for which

(M2 − 2zM1 + z²M0)c = 0

has a solution c ≠ 0. Put u = Σ c_j b_j, normalized to one, and multiply from the left by c†:

‖Hu‖² − 2z⟨u,Hu⟩ + z² = 0.

Completing the square gives

z = x + iy, x = ⟨u,Hu⟩, y² = ‖Hu‖² − x² = ‖(H−x)u‖².

Thus Re z is a mean energy and |Im z| is the energy spread of the same vector.

If Spec(H) did not meet [x−|y|, x+|y|], its distance from x would exceed |y|. Then ‖(H−x)u‖ would exceed |y|, a contradiction. If y = 0, then (H−x)u = 0 and x is an eigenvalue. Hence

Spec(H) ∩ [x−|y|, x+|y|] is not empty. (A)

This is the sense of "pollution-free". Points far from the real axis may occur, but their wide intervals make no false claim.

M2 must not be replaced by the square of the projected matrix. In an orthonormal basis that replacement turns the pencil into (M1−z)², whose roots are the Galerkin values, each doubled, with no imaginary part. The missing piece, M2 − M1², is the scalar-product matrix of those parts of Hb_j that leave L. It carries the information about reliability.

**From a disc to a two-sided bound**

Suppose (a,b) contains one spectral point E, and a < x < b. Every spectral value λ satisfies

(λ−E)(λ−b) ≥ 0,

since λ lies either at or below E, or at or above b. Average this over the energy distribution of u. Write λ−E = (λ−x)+(x−E) and λ−b = (λ−x)+(x−b). The terms linear in λ−x average to zero, and the quadratic one averages to y²:

y² + (x−E)(x−b) ≥ 0.

Therefore (x−E)(b−x) ≤ y². Averaging (λ−a)(λ−E) ≥ 0 likewise gives y² + (x−a)(x−E) ≥ 0. Dividing by the positive distances,

x − y²/(b−x) ≤ E ≤ x + y²/(x−a). (B)

The lower bound needs an empty interval above E, and the upper bound one below it. If (a,b) held no spectrum at all, (λ−a)(λ−b) ≥ 0 would give y² ≥ (x−a)(b−x). The opposite inequality, y² < (x−a)(b−x), therefore proves that a spectral point is present.

Neither bound used the pencil equation: both hold for the mean and spread of any normalized vector in the domain. The pencil's task is to find vectors of small spread.

**Why a good basis produces a close pair**

Let E be a simple eigenvalue at distance d from the rest of the spectrum. Write A = H−E and let

τ = min ‖Au‖/‖u‖ over nonzero u in L.

Assume 0 < τ ≤ d/12. Then exactly two roots, a conjugate pair, lie in |z−E| ≤ d/4, and

τ ≤ |z−E| < 3τ. (C)

The lower bound follows from ‖(H−E)u‖² = y² + (x−E)² = |z−E|².

For the rest, let u_1 be a normalized minimizer and L_2 its orthogonal complement in L. The eigenvectors of the form ‖Au‖² on L start with u_1. The span of the first two contains a vector orthogonal to the true eigenfunction, and on that vector ‖Av‖ ≥ d‖v‖. The second eigenvalue of the form is therefore at least d², so ‖Av‖ ≥ d‖v‖ throughout L_2.

Take H and L real, as in the radial problem below. With w = z−E and a real orthonormal basis v_j of L_2, the pencil has the diagonal entry τ²−2wa_11+w², the off-diagonal column −2wa_1, and the block

D(w) = T_2 − 2wA_22 + w².

Here a_11 = ⟨u_1,Au_1⟩, a_1 has components ⟨v_j,Au_1⟩, and T_2 and A_22 are the matrices of ⟨Av_j,Av_k⟩ and ⟨v_j,Av_k⟩. The off-diagonal part of the squared form vanishes because u_1 is its eigenvector. Eliminating L_2 leaves

m(w) = τ² − 2wa_11 + w² − 4w²a_1ᵀD(w)⁻¹a_1.

For a unit vector v in L_2, put t = ‖Av‖ ≥ d. When |w| ≤ d/4,

|⟨v,D(w)v⟩| ≥ t² − 2|w|t − |w|² ≥ d² − d²/2 − d²/16 = 7d²/16,

because the middle expression increases with t for t ≥ |w|. So D is invertible and ‖D⁻¹‖ ≤ 16/(7d²). Both |a_11| and ‖a_1‖ are at most ‖Au_1‖ = τ. Hence

|m(w)−w²| ≤ τ² + 2|w|τ + (64/7)|w|²τ²/d².

For 3τ ≤ |w| ≤ d/4, division by |w|² bounds the right side by

1/9 + 2/3 + (64/7)/144 < 0.85.

So m has no zero in this ring, and by Rouché's theorem it has as many zeros inside as w², namely two. The full determinant is det D times m, so these are the roots of the pencil. A real root would be an eigenvalue of H within d/4 of E, hence E itself, which τ > 0 forbids. The coefficients of the determinant are real, so the two roots are conjugate.

It follows that y² < 9τ². With a and b fixed and x away from both, the width of (B) is of order τ²: the enclosure is quadratic in the graph-norm error of the basis.

The condition τ ≤ d/12 tightens for weak binding. For coupling ν, the lowest Coulomb levels of the model below approach 1−ν²/2 and 1−ν²/8, so d ≈ 3ν²/8 and τ must be below about ν²/32. High levels, which crowd towards the threshold, are demanding for the same reason.

**The radial Dirac problem**

On spinors (f,g) with ∫(f²+g²)dr = 1, take

H(f,g) = ((1+v)f + D*g, Df + (−1+v)g),
Df = f′ + κf/r, D*g = −g′ + κg/r,
v(r) = −ν/r + W(r), W(r) = S exp(−μr).

The round model parameters are κ = −1, ν = 0.6, S = 0.02 and μ = 1. Near the origin solutions behave as r^(±γ), with

γ = √(κ²−ν²) = 0.8.

Since γ > 1/2, r^(−γ) is not square integrable at the origin. Square integrability selects the solution, and no extra boundary condition is needed. The basis functions are r^γ exp(−βr) times Laguerre polynomials, β = 0.5, placed in one component at a time. Then Hb behaves at worst as r^(γ−1), which is square integrable for γ > 1/2. For 0 < γ ≤ 1/2 this fails for one-component functions that start as r^γ; if that leading power is kept, the two components must be tied together so that their singular terms cancel. For γ < 1/2, r^(−γ) is square integrable as well, and a self-adjoint extension must also be chosen.

The entries of M1 are ∫(1+v)f_jf_k dr, ∫(v−1)g_jg_k dr and the coupling ∫g_jDf_k dr. Those of M2 are

upper–upper: ∫[(1+v)²f_jf_k + (Df_j)(Df_k)]dr,
lower–lower: ∫[(D*g_j)(D*g_k) + (v−1)²g_jg_k]dr,
upper–lower: ∫[(1+v)f_jD*g_k + (Df_j)(v−1)g_k]dr.

**Where the false levels come from**

Give the upper component twelve more functions than the lower. The coupling matrix K, with entries ∫g_jDf_k dr, then has a null space F of dimension at least twelve. A function in F feels the attraction, but its kinetic coupling is invisible to the lower basis. Its mean energy is 1+⟨v⟩, with no kinetic cost.

To count the consequences, let U and C be the upper and lower diagonal blocks of M1 in an orthonormal basis. Since v ≤ S, C−t is negative definite for t > −1+S. Eliminating the lower component leaves

U − t + Kᵀ(t−C)⁻¹K,

and on F the last term vanishes. If 1+v has q eigenvalues below t on F, at least n_low+q Galerkin values lie below t. For t = 0.8 the computed q is 1 in all three bases. The interval (−0.98, 0.80), shown below to be empty of spectrum, contains 2, 1 and 1 Galerkin values for n_low = 6, 9 and 12. The bound counts values below t in excess of n_low and does not by itself place them above −0.98; the counts in the interval are computed, and q = 1, being a lower bound on the excess, does not forbid a 2. A balanced basis of 12+12 functions puts none there; that is a result for this case, not a guarantee for balanced bases.

**Windows that do not use the answer**

To use (B), begin with the Coulomb problem, W = 0. Put λ = √(1−E²) and expand f and g as exp(−λr) times series with terms a_k r^(γ+k) and b_k r^(γ+k). The equations give

(γ+k+κ)a_k − νb_k = λa_(k−1) + (1+E)b_(k−1),
(γ+k−κ)b_k + νa_k = λb_(k−1) + (1−E)a_(k−1).

A series that does not terminate grows as exp(2λr) and spoils normalization. Termination after k = n requires (1+E)b_n = −λa_n. Multiply the second equation by 1+E and subtract λ times the first; the right sides cancel because λ² = 1−E². Inserting b_n at k = n gives

ν(1+E) − λ(γ+n−κ) = λ(γ+n+κ) + ν(1−E),

so νE = λ(γ+n), and

E_C(n) = [1 + ν²/(n+γ)²]^(−1/2).

At n = 0, b_0/a_0 = (γ+κ)/ν must be negative, as it is for κ = −1. The first three levels are 0.80000000, 0.94868330 and 0.97780241.

Now 0 ≤ W ≤ S. Write W = S/2 + (W−S/2); the last term has norm at most S/2. A point farther than S/2 from the spectrum of the Coulomb operator shifted by S/2 stays in the resolvent set, by the Neumann series. Each spectral point therefore moves only within [E_C, E_C+S]. Turning W on gradually keeps separated groups apart, so the rank of each spectral projection is constant. One eigenvalue lies in [0.80, 0.82] and one in [0.94868330, 0.96868330]; everything else is at or below −0.98, or at or above 0.97780241. The windows are

lowest state: a = −0.98, b = 0.94868330,
next state: a = 0.82, b = 0.97780241.

**Solving without losing digits**

The pencil can be linearized. In an orthonormal basis, with e = zc, it is the ordinary eigenvalue problem

z(c,e) = (e, −M2c + 2zM1c) = (e, −M2c + 2M1e).

Near a good eigenvalue the two roots almost coincide. In the model equation w²+τ² = 0, a rounding error η changes w to ±i√(τ²+η), which is harmful once η is comparable with τ². In the 24+12 basis below, τ² is still well above the rounding error, and the plain linearization already gives |y| to about four digits; the loss becomes serious only as τ falls further. The elimination used for (C) avoids it:

1. From the linearized problem, take a root whose disc condition y² < (x−a)(b−x) holds, with the smallest |y|. Let s be its real part.
2. Represent the functions by weighted quadrature samples and compute the singular values of H−s on L. The smallest, τ_s, is obtained without first squaring it.
3. Form a_11, a_1 and D as before, with s in place of E and τ_s in place of τ. Put a_11 = τ_sα_0, a_1 = τ_sα and w = z−s = τ_sω. Dividing m by τ_s² gives

1 − 2α_0ω + qω² = 0, q = 1 − 4τ_s²αᵀD⁻¹α,
ω = [α_0 + i√(q−α_0²)]/q.

4. D depends weakly on w when τ_s is small, so iterate; then reset s to the new x and repeat.
5. Recover u from u_1 and the L_2 coefficients 2wD⁻¹a_1, normalize, and check that its mean and spread agree with x and |y|. Apply (B).

**Reading the results**

For the lowest state in the 24+12 basis, x = 0.80409729360 and |y| = 1.746×10⁻⁵. Then y² = 3.05×10⁻¹⁰, b−x = 0.144586 and x−a = 1.784097, so

y²/(b−x) = 2.11×10⁻⁹, y²/(x−a) = 0.17×10⁻⁹,
0.80409729149 ≤ E ≤ 0.80409729377.

The interval from (A) alone would be 3.5×10⁻⁵ wide; knowledge of the neighbours reduces this to 2.28×10⁻⁹. The lower side dominates the width because the next level is much nearer than the negative-energy spectrum. For the next state,

0.94919044248 ≤ E ≤ 0.94919044327.

An independent integration of the radial equations, matched between origin and infinity, gives 0.8040972933 and 0.9491904431, inside the enclosures. The binding energies 1−E correspond to 100.10608 keV and 25.96363 keV. These digits belong to the model, not to a measured atom. The enclosures are floating-point results; a computer-assisted proof would also need bounds on quadrature and rounding errors.

From n_low = 9 to 12, |y| for the lowest state falls by a factor of 5.4 and the width by 29, the square of that factor. In all six cases τ ≤ d/12, and |z−E|/τ lies between 1.0000 and 1.0002, close to the lower end of (C). The decrease of τ is observed here; completeness of the basis in the graph norm has not been proved. Enlarging the upper component alone need not make τ small, since the true lower component must be represented too.

The opening question can now be answered. Of the seven Galerkin values between −0.98 and 0.97780241 in this basis, the windows admit two eigenvalues. The other five, at 0.408, 0.864, 0.940, 0.965 and 0.977, are spurious. Their residuals ‖(H−θ)u‖, with θ the Galerkin value, run from 0.68 to 4.64, while the genuine ones have 2.59×10⁻⁴ and 1.53×10⁻⁴. Residuals thus expose the false levels here as well. The pencil also improves the good vectors: their spreads drop to 1.746×10⁻⁵ and 4.309×10⁻⁶, and the spread enters (B) squared.

In the same range of real parts, the pencil has three points in the closed upper half-plane. Two are the eigenvalue approximations. The third has x = 0.132 and |y| = 4.01, so its interval runs from about −3.88 to 4.15. That statement is true and useless, and its width says so. The complete values are in the numerical output below.

Computed results

```
Units: energy mc^2, length hbar/(mc)
nu=0.6 kappa=-1 gamma=0.8000 S=0.02 mu=1.0 beta=0.5
Coulomb levels n=0,1,2: 0.80000000 0.94868330 0.97780241
largest shooting error on Coulomb levels: 5.1e-15
state 0: window a=-0.98000000 b=0.94868330
state 0: shooting E=0.8040972933, isolation d>=0.14509
state 1: window a=0.82000000 b=0.97780241
state 1: shooting E=0.9491904431, isolation d>=0.02861
-- n_up=18 n_low=6: dim F=12, q=1,
   Galerkin values in empty (-0.98,0.80): 2
   state 0: x=0.80409747295 |y|=4.457e-04 width=1.49e-06
     tau=4.457e-04 tau/d=3.1e-03 |z-E|/tau=1.0000
   state 1: x=0.94920026331 |y|=7.192e-04 width=2.21e-05
     tau=7.192e-04 tau/d=2.5e-02 |z-E|/tau=1.0002
-- n_up=21 n_low=9: dim F=12, q=1,
   Galerkin values in empty (-0.98,0.80): 1
   state 0: x=0.80409730096 |y|=9.438e-05 width=6.66e-08
     tau=9.438e-05 tau/d=6.5e-04 |z-E|/tau=1.0000
   state 1: x=0.94919046140 |y|=4.998e-05 width=1.07e-07
     tau=4.998e-05 tau/d=1.7e-03 |z-E|/tau=1.0000
-- n_up=24 n_low=12: dim F=12, q=1,
   Galerkin values in empty (-0.98,0.80): 1
   state 0: x=0.80409729360 |y|=1.746e-05 width=2.28e-09
     tau=1.746e-05 tau/d=1.2e-04 |z-E|/tau=1.0000
   state 1: x=0.94919044312 |y|=4.309e-06 width=7.93e-10
     tau=4.309e-06 tau/d=1.5e-04 |z-E|/tau=1.0000
cases with tau <= d/12: 6 of 6
Largest basis, Galerkin values below b of state 1, with residual:
   0.40804832   residual 4.64e+00
   0.80409729   residual 2.59e-04
   0.86427417   residual 2.05e+00
   0.93991155   residual 1.29e+00
   0.94919044   residual 1.53e-04
   0.96540136   residual 9.12e-01
   0.97683319   residual 6.76e-01
Largest basis, second-order points over the same range:
   x=0.949190  |y|=0.000004
   x=0.804097  |y|=0.000017
   x=0.132294  |y|=4.013828
balanced 12+12 basis, Galerkin values in the empty interval: 0
mc^2 = 510.998951 keV
state 0: 0.80409729149 <= E <= 0.80409729377 mc^2
   binding mc^2-E: 100.1060773 to 100.1060785 keV
state 1: 0.94919044248 <= E <= 0.94919044327 mc^2
   binding mc^2-E: 25.9636302 to 25.9636306 keV
```
